\section*{Resistivity of a thin film with conducting topological surfaces}

\section*{Problem}

A topological conductor carries current through its interior and through electronic states bound to its surfaces. Consider a flat film of thickness $t$, width $w$ and length $L$, with current along $L$. The interior has a uniform, isotropic conductivity $\sigma=1\times10^{6}$ S/m. The top and bottom surfaces have sheet conductances $G_1$ and $G_2$, with total $G_s=G_1+G_2=5$ mS. A sheet conductance is the conductance of a square piece, so its unit is the siemens. Both surfaces are already counted in $G_s$. Take $\sigma$ and $G_s$ to be independent of thickness, and neglect the side faces of the film. The film is much longer than the carrier mean free paths, so that conduction along it is Ohmic.

The film resistivity is defined from the measured resistance $R$ and the full geometric thickness:
\begin{equation}
\rho_{\rm film}=\frac{R\,w\,t}{L}.
\label{def}
\end{equation}

\begin{enumerate}
\item[(a)] Derive $\rho_{\rm film}$ in terms of $\sigma$, $G_s$ and $t$, for contacts that cover the whole end faces.
\item[(b)] Show that a film with $t=2.5$ nm has a resistivity near 33 microohm cm. What fraction of the current do the surfaces carry?
\item[(c)] How do the resistivity and the sheet resistance change with thickness? Find the thick and thin limits.
\item[(d)] Suppose the contacts touch the top surface alone. How can the same resistivity still be measured?
\item[(e)] Estimate how far the main effects left out of the model could move the answer for a film a few nanometres thick.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Two channels in parallel}

Let $x$ run along the current and $z$ across the thickness. Each end face is an equipotential. Try a potential that falls linearly from one end to the other,
\begin{equation}
V(x,z)=V_0\left(1-\frac{x}{L}\right),\qquad
E_x=-\frac{\partial V}{\partial x}=\frac{V_0}{L}\equiv E,\qquad E_z=0 .
\end{equation}
It has the required constant value on each end face. In the interior the current density $\sigma E$ is uniform, so no charge accumulates. In each surface sheet the current per unit width, $G_1E$ or $G_2E$, is also the same at every $x$. No current therefore has to pass between sheet and interior, which agrees with $E_z=0$. All conditions of the steady conduction problem are met, and this is its solution, even if $G_1\neq G_2$.

The current per unit width is the sum of the three contributions:
\begin{equation}
\frac{I}{w}=\int_0^t\sigma E\,dz+G_1E+G_2E
=(\sigma t+G_s)E .
\end{equation}
With $E=V_0/L$, the resistance is
\begin{equation}
R=\frac{V_0}{I}=\frac{EL}{w(\sigma t+G_s)E}
=\frac{L}{w(\sigma t+G_s)} .
\end{equation}
Inserting this in Eq.~(\ref{def}) cancels $L$ and $w$:
\begin{equation}
\boxed{\rho_{\rm film}=\frac{t}{\sigma t+G_s}
=\frac{1}{\sigma+G_s/t}} .
\label{main}
\end{equation}
The second form follows on dividing numerator and denominator by $t$. It shows that the surfaces act as an added conductivity $G_s/t$, which grows as the same surface conductance is assigned to a thinner film.

\subsection*{(b) The 2.5 nm film}

The interior contributes
\begin{equation}
\sigma t=(1\times10^{6}\ {\rm S/m})(2.5\times10^{-9}\ {\rm m})
=2.5\ {\rm mS}.
\end{equation}
The total sheet conductance is $2.5+5=7.5$ mS, and hence
\begin{equation}
\rho_{\rm film}=\frac{2.5\times10^{-9}\ {\rm m}}{7.5\times10^{-3}\ {\rm S}}
=3.33\times10^{-7}\ \Omega\,{\rm m}
=33.3\ \mu\Omega\,{\rm cm}.
\end{equation}
The conversion uses $1\ \Omega\,{\rm m}=10^{2}\ \Omega\,{\rm cm}=10^{8}\ \mu\Omega\,{\rm cm}$. This is the required result. The surface share of the current is
\begin{equation}
\frac{G_s}{\sigma t+G_s}=\frac{5}{7.5}=\frac23 .
\end{equation}

The result can be tested without assuming a uniform field. The film was replaced by a grid of resistors, 40 nm long, with $G_1=4$ mS and $G_2=1$ mS, and the potential at every node was solved from current conservation. The resistance gave 33.33 microohm cm, and the sheets carried 66.67\% of the current.

\subsection*{(c) Dependence on thickness}

Define the crossover thickness at which interior and surfaces conduct equally:
\begin{equation}
\sigma t_c=G_s\quad\Longrightarrow\quad
t_c=\frac{G_s}{\sigma}=5\ {\rm nm}.
\end{equation}
With $\rho_b=1/\sigma=100$ microohm cm and $G_s=\sigma t_c$, Eq.~(\ref{main}) becomes
\begin{equation}
\rho_{\rm film}=\frac{1}{\sigma(1+t_c/t)}
=\frac{\rho_b}{1+t_c/t}.
\end{equation}
At 2.5 nm, $t_c/t=2$ and the resistivity is $\rho_b/3$, as before.

The sheet resistance is $R_\square=1/(\sigma t+G_s)$. The quotient rule gives the first derivative below, and the chain rule the second:
\begin{align}
\frac{d\rho_{\rm film}}{dt}
&=\frac{(\sigma t+G_s)-\sigma t}{(\sigma t+G_s)^2}
=\frac{G_s}{(\sigma t+G_s)^2}>0,\\
\frac{dR_\square}{dt}&=-\frac{\sigma}{(\sigma t+G_s)^2}<0 .
\end{align}
Thinning therefore lowers the resistivity but raises the sheet resistance. Removing material removes a conducting path, so a line of fixed length and width becomes more resistive. The resistivity falls because the thickness in Eq.~(\ref{def}) decreases by a larger factor than the conductance.

\begin{center}
\begin{tabular}{ccc}
$t$ (nm) & $\rho_{\rm film}$ ($\mu\Omega$\,cm) & $R_\square$ ($\Omega$ per square)\\
1 & 16.7 & 167\\
2.5 & 33.3 & 133\\
5 & 50.0 & 100\\
10 & 66.7 & 66.7\\
50 & 90.9 & 18.2
\end{tabular}
\end{center}

For $t\gg t_c$, $\rho_{\rm film}\to\rho_b$. For $t\ll t_c$, $\rho_{\rm film}\to t/G_s$, while the sheet resistance tends to $1/G_s$. The formal limit of zero resistivity at zero thickness is not physical: it keeps two independent surfaces in a film that no longer has room for them.

At fixed thickness, the sensitivity to the surface conductance is
\begin{equation}
\frac{\partial\ln\rho_{\rm film}}{\partial\ln G_s}
=-\frac{G_s}{\sigma t+G_s}=-\frac23 .
\end{equation}
To first order, a 10\% loss of surface conductance raises the resistivity of the 2.5 nm film by about 7\%.

\subsection*{(d) Contacts on the top surface}

Near such a contact the current must spread from the top sheet into the interior and the bottom sheet. The field there is not uniform. Far from both contacts, however, the distribution of part (a) is recovered, and each further length $\Delta L$ adds the resistance $\Delta L/[w(\sigma t+G_s)]$. For a film much longer than the spreading regions,
\begin{equation}
R(L)=\frac{L+\delta}{w(\sigma t+G_s)},
\end{equation}
where $\delta$ is a fixed extra length representing both contacts. It cancels between two lengths:
\begin{equation}
\rho_{\rm film}=wt\,\frac{R(L_2)-R(L_1)}{L_2-L_1}.
\end{equation}

The resistor grid, now with 2.5 mS on each surface and contacts at the two end edges of the top surface, gives 33.33 microohm cm from lengths of 40 and 80 nm. The extra length is about 5.5 nm. In this Ohmic model, a single 40 nm measurement would thus overstate the resistivity by $5.5/40$, or about 14\%. These numbers hold for equal surfaces only: with 4 mS on the contacted surface and 1 mS on the other, $\delta$ is about 2.3 nm (6\%), and with the two exchanged it is about 12.9 nm (32\%), while the two-length result is unchanged. The 5.5 nm value belongs to local Ohmic conduction without interface resistance. It is shorter than the carrier mean free paths found below, so its value for a real contact may differ. The grid is Ohmic at any length, whereas the lengths compared in a real film must be much longer than those paths.

\subsection*{(e) Effects outside the model}

The estimates below change one feature at a time. They should not be added, since several act on the same interior channel.

\paragraph{A limit on the loss of interior conduction.}
If $G_s$ stays at 5 mS and the interior contributes anything between zero and its full 2.5 mS, the resistivity lies between 33.3 microohm cm and
\begin{equation}
\frac{t}{G_s}=\frac{2.5\times10^{-9}\ {\rm m}}{5\times10^{-3}\ {\rm S}}
=50\ \mu\Omega\,{\rm cm}.
\end{equation}

\paragraph{Diffuse scattering of interior carriers.}
Take a carrier density $n=10^{21}$ cm$^{-3}$, shared by $g=8$ equal spherical pockets with two spin states each. These are rough semimetal-like parameters. Counting states gives $n=gk_F^3/(3\pi^2)$, so
\begin{equation}
k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3}=1.55\ {\rm nm}^{-1}.
\end{equation}
At the Fermi level the density of states is $D=gk_F^2/(\pi^2\hbar v_F)$. For scattering time $\tau$, mean free path $l=v_F\tau$ and an isotropic pocket, the average of $v_x^2$ is $v_F^2/3$. Therefore
\begin{equation}
\sigma=e^2D\frac{v_F^2\tau}{3}
=\frac{e^2gk_F^2l}{3\pi^2\hbar},\qquad
l=\frac{3\pi^2\hbar\sigma}{e^2gk_F^2}=6.35\ {\rm nm}.
\end{equation}
This exceeds the thickness, so surface collisions matter if $\sigma$ was measured on a thick sample.

Suppose that each collision with a surface erases the drift of an interior carrier. Let $u=|\cos\theta|$, with $\theta$ the angle between velocity and film normal. A carrier at distance $z$ from the surface it left has travelled $z/u$, and its mean drift has recovered to the fraction $1-e^{-z/(ul)}$ of the bulk value. The weight $v_x^2$, averaged around the normal, is proportional to $1-u^2$; the factor $3/2$ normalizes it on $0<u<1$. The fraction of conductivity kept is
\begin{align}
F&=\frac32\int_0^1(1-u^2)\,\frac1t\int_0^t
\left(1-e^{-z/(ul)}\right)dz\,du\nonumber\\
&=1-\frac{3l}{2t}\int_0^1u(1-u^2)
\left(1-e^{-t/(ul)}\right)du=0.466 .
\end{align}
The inner integral was done using $\int_0^t e^{-z/(ul)}dz=ul(1-e^{-t/(ul)})$. The interior now contributes $0.466\times2.5=1.17$ mS, and the resistivity is $2.5\times10^{-9}/(6.17\times10^{-3})\ \Omega\,{\rm m}$, or about 41 microohm cm. That is 22\% above the two-channel result. If the given $\sigma$ already describes the interior of the thin film, this correction must not be applied again.

\paragraph{Confinement.}
For an effective mass $m^*=0.3$ electron masses, the bulk Fermi energy is $\hbar^2k_F^2/(2m^*)=0.30$ eV. Between hard walls, the lowest standing wave has wavenumber $\pi/t$ and energy
\begin{equation}
E_1=\frac{\hbar^2}{2m^*}\left(\frac{\pi}{t}\right)^2=0.20\ {\rm eV}.
\end{equation}
The second level is four times higher, at 0.80 eV. If the Fermi energy keeps its bulk value, one level per pocket is occupied, and it holds only about 41\% of the carriers that the bulk density would place in the film. If the density is kept instead, the Fermi energy rises to 0.45 eV, and still one level per pocket is occupied. A bulk conductivity, and the semiclassical factor $F$, are then rough descriptions of the interior. If confinement reduces its conduction, the 50 microohm cm limit applies at fixed $G_s$.

\paragraph{Room taken by the surface states.}
Let the surface amplitude decay over $\lambda=0.5$ nm. If one such layer on each side is removed from the interior channel, 1.5 nm remains and contributes 1.5 mS. The total is 6.5 mS and the resistivity is 38.5 microohm cm.

\paragraph{Coupling of the two surfaces.}
A Dirac slab with a gapped interior gives an estimate. It does not describe Fermi arcs in a semimetal, whose states reach deeper into the film near the ends of the arcs, where they merge with interior states. At zero in-plane wavevector, let $A$ and $B$ be the amplitudes bound to the bottom ($z=0$) and top ($z=t$). With velocity $v$,
\begin{equation}
\varepsilon A=\hbar v\left(B'-\frac{B}{\lambda}\right),\qquad
\varepsilon B=\hbar v\left(-A'-\frac{A}{\lambda}\right),
\end{equation}
and $B(0)=A(t)=0$. At $\varepsilon=0$ the two differential equations alone give $A\propto e^{-z/\lambda}$ and $B\propto e^{z/\lambda}$, one state at each surface. Each misses the condition at the opposite surface by a relative amplitude $e^{-t/\lambda}$, so in a film of finite thickness the energy cannot stay at zero. Eliminating $A$ gives
\begin{equation}
\varepsilon^2B=(\hbar v)^2\left(-B''+\frac{B}{\lambda^2}\right).
\end{equation}
The solution with $B(0)=0$ is $B\propto\sinh\kappa z$, with $\varepsilon^2=(\hbar v)^2(\lambda^{-2}-\kappa^2)$. The first equation then gives $A\propto\kappa\cosh\kappa z-\lambda^{-1}\sinh\kappa z$, and $A(t)=0$ requires
\begin{equation}
\tanh\kappa t=\kappa\lambda .
\end{equation}
A nonzero real solution exists for $t>\lambda$. Since $1-\tanh^2\kappa t=1/\cosh^2\kappa t$, the half-gap is
\begin{equation}
\Delta=|\varepsilon|=\frac{\hbar v}{\lambda\cosh\kappa t}
\simeq\frac{2\hbar v}{\lambda}e^{-t/\lambda}\quad(t\gg\lambda).
\end{equation}
For $v=3\times10^5$ m/s, the full condition gives $\Delta=5.3$ meV at $\lambda=0.5$ nm and 33 meV at $\lambda=1$ nm. A surface Fermi wavenumber $k_s=5$ nm$^{-1}$ corresponds to $\hbar vk_s=0.99$ eV from the crossing, far above either half-gap. The gap thus removes no states at this Fermi level. The level also lies above the slab's interior states. In a thick sample these begin at $\hbar v/\lambda=0.39$ or 0.20 eV from the crossing for the two decay lengths. In the 2.5 nm slab they are standing waves $B\propto\sin qz$ with $\tan qt=q\lambda$ and $\varepsilon^2=(\hbar v)^2(\lambda^{-2}+q^2)$, and the lowest lie at 0.50 and 0.38 eV. The slab therefore serves only to estimate the gap at the crossing, not to describe the whole film. Coupling can still open new scattering paths, which this estimate does not include. If the Fermi level lay near the crossing, the larger gap would matter even at 300 K, where the thermal energy is 26 meV.

\paragraph{The surface conductance itself.}
Suppose that each surface supplies 2.5 mS through one closed circular Fermi contour without spin degeneracy. Its density of states is $D_s=k_s/(2\pi\hbar v)$, and the average of $v_x^2$ is $v^2/2$. With surface mean free path $l_s=v\tau_s$ and $h=2\pi\hbar$,
\begin{equation}
\frac{G_s}{2}=e^2D_s\frac{v^2\tau_s}{2}
=\frac{e^2k_sl_s}{4\pi\hbar}=\frac{e^2}{2h}k_sl_s .
\end{equation}
Solving for the mean free path,
\begin{equation}
l_s=\frac{hG_s}{e^2k_s}=25.8\ {\rm nm}.
\end{equation}
This is about ten times the film thickness and four times the interior mean free path. A smaller contour would require a still longer path. The stated $G_s$ therefore demands weak surface scattering or several surface contours.

\paragraph{Direction and temperature.}
Open surface contours, called Fermi arcs, can conduct differently along different directions. In the extreme case of no surface conduction along the line, the resistivity returns to 100 microohm cm. If instead both conductances are specified at 300 K and scale as $1/T$, operation at 373 K multiplies the resistivity by $373/300$, giving 41.4 microohm cm.

\paragraph{Relation to real interconnects.}
Films of topological semimetals a few nanometres thick are studied as interconnect conductors, and the thickness used here is of that order. The bulk resistivity is an assumed round value. The surface values are more demanding: $k_s=5$ nm$^{-1}$ is a large contour, and a 25.8 nm surface mean free path is long for so thin a film. Bulk copper has a room-temperature resistivity of roughly 2 microohm cm, far below the result here. A possible advantage must therefore be judged against copper at the same small dimensions, where surface and grain-boundary scattering raise its resistivity, and with any barrier layers included. Diffuse surface scattering alone does not close the difference: the expression for $F$, with a bulk value of 1.7 microohm cm and a copper mean free path of about 39 nm, gives roughly 11 microohm cm for a 2.5 nm copper film. In a real film, $\sigma$ and $G_s$ may both change with thickness, contrary to the assumption made here. The estimates above move the answer to about 41 microohm cm for diffuse interior scattering, and to 100 if the surface channel is lost while the interior keeps its full conductivity. The value of 33 microohm cm follows from the two given conductances; it does not establish that a particular material attains them. The numerical output below lists the main values used.

\section*{Computed results}
\begin{verbatim}
bulk conductivity: 1e+06 S/m
total surface conductance: 5 mS
film thickness: 2.5 nm
bulk sheet conductance: 2.5 mS
total sheet conductance: 7.5 mS
sheet resistance: 133.3 ohm per square
film resistivity, SI: 3.333e-07 ohm m
film resistivity: 33.33 microohm cm
network resistivity: 33.33 microohm cm
surface share of current: 66.67 %
crossover thickness: 5 nm
network resistivity at 1 nm: 16.67 microohm cm
sheet resistance at 1 nm: 166.7 ohm per square
network resistivity at 2.5 nm: 33.33 microohm cm
sheet resistance at 2.5 nm: 133.3 ohm per square
network resistivity at 5 nm: 50 microohm cm
sheet resistance at 5 nm: 100 ohm per square
network resistivity at 10 nm: 66.67 microohm cm
sheet resistance at 10 nm: 66.67 ohm per square
network resistivity at 50 nm: 90.91 microohm cm
sheet resistance at 50 nm: 18.18 ohm per square
surface-only limit: 50 microohm cm
bulk-only limit: 100 microohm cm
top-contact resistivity from two lengths: 33.33 microohm cm
shorter and longer test lengths: shorter: 40 nm
shorter and longer test lengths: longer: 80 nm
extra length from both top contacts: 5.5 nm
rough bulk carrier density: 1e+21 cm^-3
number of bulk pockets: 8 (count)
bulk effective mass: 0.3 electron masses
bulk Fermi wavenumber: 1.55 nm^-1
bulk mean free path: 6.35 nm
bulk conductivity kept, diffuse surfaces: 46.6 %
resistivity with diffuse surfaces: 40.6 microohm cm
bulk Fermi energy: 0.304 eV
lowest confinement energy: 0.201 eV
resistivity with surface layers removed from bulk: 38.5 microohm cm
surface velocity: 3e+05 m/s
surface Fermi wavenumber: 5 nm^-1
surface Fermi energy from crossing: 0.987 eV
surface half-gap, decay length 0.5 nm: 5.32 meV
surface half-gap, decay length 1 nm: 33.4 meV
thermal energy at 300 K: 25.9 meV
required surface mean free path: 25.8 nm
reference temperature: 300 K
temperature of use: 373 K
resistivity at temperature of use: 41.4 microohm cm
\end{verbatim}
